# Fragment entanglement and bath orbitals from the correlation matrix: test program

```python
# Result under test: for free spinless fermions the entropy of a fragment is
#   S = sum_k h(n_k),  h(n) = -n ln n - (1-n) ln(1-n),
# n_k = eigenvalues of the correlation matrix C restricted to the fragment.
# For L sites inside an infinite metallic chain S = (1/3) ln L + O(1); with a
# gap S saturates. Bath orbitals with eta < n_k < 1-eta number
#   (2/pi^2) ln((1-eta)/eta) ln L + O(1) in the metal, a constant with a gap.
# Symbols: hopping t = 1 (energy unit), delta = staggered potential,
# kf = Fermi wave number, xi = correlation length in sites, entropy in nats,
# eps = ln((1-n)/n) = entanglement level.
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import entr

pi = np.pi


def mode_entropy(n):
    n = np.clip(n, 0.0, 1.0)
    return entr(n) + entr(1.0 - n)


def entropy(n):
    return float(np.sum(mode_entropy(n)))


def bath_count(n, eta):
    return int(np.sum((n > eta) & (n < 1 - eta)))


def sine_kernel(r, kf):
    return kf / pi * np.sinc(kf * r / pi)


def metal_matrix(L, kf=pi / 2):
    x = np.arange(L)
    return sine_kernel(x[:, None] - x[None, :], kf)


def inverse_energy_kernel(delta, M=16384):
    k = 2 * pi * np.arange(M) / M
    return np.fft.ifft(1 / np.sqrt(4 * np.cos(k)**2 + delta**2)).real


def gapped_matrix(L, delta):
    g = inverse_energy_kernel(delta)
    x = np.arange(L)
    r = x[:, None] - x[None, :]
    sign = (1 - 2 * (x % 2))[:, None]
    return 0.5 * np.eye(L) - 0.5 * (-g[r + 1] - g[r - 1] + delta * sign * g[r])


def ring_hamiltonian(N, delta):
    h = np.diag(delta * (1.0 - 2 * (np.arange(N) % 2)))
    for i in range(N):
        j = (i + 1) % N
        h[i, j] = h[j, i] = -1.0
    return h


# --- Many-body test: Schmidt spectrum of a diagonalized Fock-space state
sites, frag = 8, [2, 3, 4]
order = frag + [i for i in range(sites) if i not in frag]
h1 = np.diag(0.15 * np.arange(sites) - 0.4)
for i in range(sites - 1):
    h1[i, i + 1] = h1[i + 1, i] = -1.0
h1 = h1[np.ix_(order, order)]
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ops = []
for j in range(sites):
    m = np.eye(1)
    for i in range(sites):
        m = np.kron(m, parity if i < j else lower if i == j else np.eye(2))
    ops.append(m)
H = sum(h1[i, j] * ops[i].T @ ops[j] for i in range(sites)
        for j in range(sites) if h1[i, j] != 0)
many_e, many_v = np.linalg.eigh(H)
assert many_e[1] - many_e[0] > 1e-3
schmidt = np.linalg.svd(many_v[:, 0].reshape(8, 32), compute_uv=False)**2
e1, v1 = np.linalg.eigh(h1)
occ = v1[:, e1 < 0]
n_small = np.linalg.eigvalsh((occ @ occ.T)[:3, :3])
products = np.ones(1)
for n in n_small:
    products = np.concatenate([products * n, products * (1 - n)])
assert np.allclose(np.sort(schmidt), np.sort(products), atol=1e-10)
S_many = float(np.sum(entr(schmidt)))
assert abs(S_many - entropy(n_small)) < 1e-9

# --- Infinite-chain correlation matrices against diagonalized rings
e, v = np.linalg.eigh(ring_hamiltonian(802, 0.0))
C_ring = v[:, :401] @ v[:, :401].T
assert np.max(np.abs(C_ring[:10, :10] - metal_matrix(10))) < 2e-5
delta = 0.5
e, v = np.linalg.eigh(ring_hamiltonian(400, delta))
C_ring = v[:, :200] @ v[:, :200].T
assert np.max(np.abs(C_ring[:40, :40] - gapped_matrix(40, delta))) < 1e-10
assert abs(e[200] - e[199] - 2 * delta) < 1e-10

# --- Integrals behind the logarithm
for s in (0.1, 0.3, 0.8):
    val = quad(lambda u: np.sin(s * u) / np.sinh(u / 2), 1e-12, 80, limit=300)[0]
    assert abs(val - pi * np.tanh(pi * s)) < 1e-7


def integrate_levels(f):
    return quad(lambda z: f(1 / (1 + np.exp(z))), -35, 35, limit=300,
                points=[0.0])[0]


int_h = integrate_levels(mode_entropy)
int_var = integrate_levels(lambda n: n * (1 - n))
int_renyi = integrate_levels(lambda n: -np.log(n**2 + (1 - n)**2))
assert abs(int_h - pi**2 / 3) < 1e-7
assert abs(int_var - 1) < 1e-7 and abs(int_renyi - pi**2 / 4) < 1e-7

# --- Spectra for the worked example
lengths = [16, 32, 64, 128, 256, 512, 1024]
metal = {L: np.linalg.eigvalsh(metal_matrix(L)) for L in lengths}
gapped = {L: np.linalg.eigvalsh(gapped_matrix(L, delta)) for L in lengths}
span = np.log(1024 / 128)


def slope(f):
    return float((f(metal[1024]) - f(metal[128])) / span)


slope_S = slope(entropy)
slope_var = slope(lambda n: np.sum(n * (1 - n)))
slope_renyi = slope(lambda n: -np.sum(np.log(n**2 + (1 - n)**2)))
assert abs(slope_S - 1 / 3) < 1e-3
assert abs(slope_var - 1 / pi**2) < 1e-3
assert abs(slope_renyi - 1 / 4) < 2e-3
quarter = [entropy(np.linalg.eigvalsh(metal_matrix(L, pi / 4)))
           for L in (128, 1024)]
slope_quarter = (quarter[1] - quarter[0]) / span
assert abs(slope_quarter - 1 / 3) < 2e-3
end_S = []
for L in (128, 1024):
    x = np.arange(1, L + 1)
    C_end = metal_matrix(L) - sine_kernel(x[:, None] + x[None, :], pi / 2)
    end_S.append(entropy(np.linalg.eigvalsh(C_end)))
slope_end = (end_S[1] - end_S[0]) / span
assert abs(slope_end - 1 / 6) < 3e-3

# --- Where the entropy sits: middle half of a 512-site fragment
n_mid, phi = np.linalg.eigh(metal_matrix(512))
site_entropy = phi**2 @ mode_entropy(n_mid)
middle = float(np.sum(site_entropy[128:384]))
middle_law = quad(lambda x: 512 / (6 * x * (512 - x)), 128, 384)[0]
assert abs(middle / middle_law - 1) < 0.02

# --- Growth of the bath count, made smooth by interpolating between levels
eta = 1e-3
eps_cut = np.log((1 - eta) / eta)


def smooth_count(n):
    n = n[(n > 1e-9) & (n < 0.5)]
    eps = np.sort(np.log((1 - n) / n))
    rank = np.arange(len(eps)) + 0.5
    curve = CubicSpline(np.r_[-eps[::-1], eps], np.r_[-rank[::-1], rank])
    return 2 * float(curve(eps_cut))


slope_count = slope(smooth_count)
slope_count_law = 2 * eps_cut / pi**2
assert abs(slope_count / slope_count_law - 1) < 0.02

# --- Gapped chain: decay, saturation, bound, plateau against xi
xi = 1 / np.arcsinh(delta / 2)
g = inverse_energy_kernel(delta)
decay = -(np.log(abs(g[80] / g[60])) + 0.5 * np.log(80 / 60)) / 20
assert abs(decay - 1 / xi) < 2e-3
assert abs(entropy(gapped[64]) - entropy(gapped[1024])) < 1e-6
assert bath_count(gapped[64], eta) == bath_count(gapped[1024], eta)
bound_const = 1 + 2 * np.sqrt(2) / np.e
grid = np.linspace(1e-6, 1 - 1e-6, 20001)
assert np.all(mode_entropy(grid) <= bound_const * np.sqrt(grid * (1 - grid)))
r = np.arange(1, 2001)
size = np.where(r % 2 == 0, delta * np.abs(g[r]), np.abs(g[r + 1] + g[r - 1])) / 2
pair_sum = float(np.sum(2 * np.minimum(r, 1024) * size))
n_g = np.clip(gapped[1024], 0, 1)
trace_norm = float(np.sum(np.sqrt(n_g * (1 - n_g))))
assert entropy(n_g) <= bound_const * trace_norm <= bound_const * pair_sum
plateaus = []
for d in (0.05, 0.025):
    plateaus.append((d, 1 / np.arcsinh(d / 2),
                     entropy(np.linalg.eigvalsh(gapped_matrix(800, d)))))
slope_xi = ((plateaus[1][2] - plateaus[0][2])
            / np.log(plateaus[1][1] / plateaus[0][1]))
assert abs(slope_xi - 1 / 3) < 0.01

# --- Explicit bath and truncated determinants on a metallic ring
N, Lf, n_occ = 402, 64, 201
e, v = np.linalg.eigh(ring_hamiltonian(N, 0.0))
occ = v[:, :n_occ]
C = occ @ occ.T
n_ring = np.linalg.eigvalsh(C[:Lf, :Lf])
couplings = np.linalg.svd(C[Lf:, :Lf], compute_uv=False)
expected = np.sqrt(np.clip(n_ring * (1 - n_ring), 0, None))
assert np.allclose(np.sort(couplings), np.sort(expected), atol=1e-6)
_, sv, Vt = np.linalg.svd(occ[:Lf], full_matrices=True)
paired = occ @ Vt.T
truncation = []
for cut in (1e-1, 1e-2, 1e-3, 1e-4):
    trial = paired.copy()
    for k in range(Lf):
        if sv[k]**2 > 1 - cut:
            trial[Lf:, k] = 0
        elif sv[k]**2 < cut:
            trial[:Lf, k] = 0
        trial[:, k] /= np.linalg.norm(trial[:, k])
    assert np.allclose(trial.T @ trial, np.eye(n_occ), atol=1e-6)
    weight = np.linalg.det(occ.T @ trial)**2
    dropped = n_ring[(n_ring <= cut) | (n_ring >= 1 - cut)]
    assert abs(weight - np.prod(np.maximum(dropped, 1 - dropped))) < 1e-9
    change = np.linalg.norm(trial[:Lf] @ trial[:Lf].T - C[:Lf, :Lf], 2)
    assert change <= cut
    truncation.append((cut, bath_count(n_ring, cut), 1 - weight, change))

# --- Two-site fragment by hand
n_two = np.array([0.5 - 1 / pi, 0.5 + 1 / pi])
assert np.allclose(np.linalg.eigvalsh(metal_matrix(2)), n_two)

print("Energies in units of hopping t; entropies in nats; lengths in sites")
print(f"8-site chain, 3-site fragment: n = {np.round(n_small, 5)}")
print(f"  S from many-body state {S_many:.6f}, from n_k {entropy(n_small):.6f}")
print(f"Two-site metal fragment: n = {n_two[0]:.5f}, {n_two[1]:.5f}; "
      f"S = {entropy(n_two):.5f}")
print(f"Gapped chain: delta = {delta} t, gap = {2*delta} t, xi = {xi:.4f} sites")
print(f"Bath threshold eta = {eta:g}, level cut eps = {eps_cut:.4f}")
print("L | S metal | S gapped | bath metal | bath gapped")
for L in lengths:
    print(f"{L:5d} {entropy(metal[L]):9.5f} {entropy(gapped[L]):9.5f} "
          f"{bath_count(metal[L], eta):4d} {bath_count(gapped[L], eta):4d}")
S_big = entropy(metal[1024])
print(f"Metal L=1024: S = {S_big/np.log(2):.4f} bits; "
      f"S - ln(L)/3 = {S_big-np.log(1024)/3:.5f} nats")
print(f"Gapped L=1024: S = {entropy(gapped[1024])/np.log(2):.4f} bits")
kept = metal[1024][(metal[1024] > eta) & (metal[1024] < 1 - eta)]
print(f"Metal L=1024: entropy share of kept modes = {entropy(kept)/S_big:.5f}")
central = metal[1024][(metal[1024] > eta) & (metal[1024] < 0.5)]
print("Metal L=1024: n_k between eta and 1/2 =", np.round(central, 5))
print("Slopes per unit ln L, from L=128 to 1024 (computed | law):")
print(f"  entropy, half filling    {slope_S:.5f} | {int_h/pi**2:.5f}")
print(f"  entropy, quarter filling {slope_quarter:.5f} | {int_h/pi**2:.5f}")
print(f"  entropy, fragment at end {slope_end:.5f} | {int_h/pi**2/2:.5f}")
print(f"  number variance          {slope_var:.5f} | {int_var/pi**2:.5f}")
print(f"  second Renyi entropy     {slope_renyi:.5f} | {int_renyi/pi**2:.5f}")
print(f"  interpolated bath count  {slope_count:.4f} | {slope_count_law:.4f}")
print(f"Entropy in middle half, L=512: {middle:.5f} | law {middle_law:.5f}")
print(f"Gapped decay rate: {decay:.5f} | 1/xi = {1/xi:.5f} per site")
print(f"Bound constant {bound_const:.4f}; trace norm {trace_norm:.4f}; "
      f"pair sum {pair_sum:.4f}")
print(f"Gapped entropy bounds: {bound_const*trace_norm:.4f} (trace norm), "
      f"{bound_const*pair_sum:.4f} (pair sum) nats")
for d, length, S in plateaus:
    print(f"Plateau, L=800: delta = {d} t, xi = {length:.3f}, S = {S:.5f}")
print(f"Plateau slope per unit ln xi: {slope_xi:.5f}")
print(f"Metallic ring of {N} sites, {n_occ} fermions, fragment {Lf} sites")
print("eta | bath orbitals kept | lost weight | change of C_A (norm)")
for cut, count, lost, change in truncation:
    print(f"  {cut:.0e} {count:4d} {lost:.3e} {change:.3e}")
print("all assertions hold")
```

Running it gives:

```
Energies in units of hopping t; entropies in nats; lengths in sites
8-site chain, 3-site fragment: n = [0.02383 0.63551 0.9379 ]
  S from many-body state 1.001240, from n_k 1.001240
Two-site metal fragment: n = 0.18169, 0.81831; S = 0.94789
Gapped chain: delta = 0.5 t, gap = 1.0 t, xi = 4.0410 sites
Bath threshold eta = 0.001, level cut eps = 6.9068
L | S metal | S gapped | bath metal | bath gapped
   16   1.65020   0.89471    6    4
   32   1.88130   0.89475    8    4
   64   2.11236   0.89475    8    4
  128   2.34341   0.89475    8    4
  256   2.57446   0.89475   10    4
  512   2.80551   0.89475   10    4
 1024   3.03656   0.89475   12    4
Metal L=1024: S = 4.3808 bits; S - ln(L)/3 = 0.72607 nats
Gapped L=1024: S = 1.2908 bits
Metal L=1024: entropy share of kept modes = 0.99610
Metal L=1024: n_k between eta and 1/2 = [0.00178 0.00627 0.02097 0.06441 0.17233 0.37386]
Slopes per unit ln L, from L=128 to 1024 (computed | law):
  entropy, half filling    0.33333 | 0.33333
  entropy, quarter filling 0.33334 | 0.33333
  entropy, fragment at end 0.16721 | 0.16667
  number variance          0.10132 | 0.10132
  second Renyi entropy     0.25037 | 0.25000
  interpolated bath count  1.3997 | 1.3996
Entropy in middle half, L=512: 0.36620 | law 0.36620
Gapped decay rate: 0.24736 | 1/xi = 0.24747 per site
Bound constant 2.0405; trace norm 0.8740; pair sum 3.1843
Gapped entropy bounds: 1.7834 (trace norm), 6.4977 (pair sum) nats
Plateau, L=800: delta = 0.05 t, xi = 40.004, S = 1.69106
Plateau, L=800: delta = 0.025 t, xi = 80.002, S = 1.92258
Plateau slope per unit ln xi: 0.33405
Metallic ring of 402 sites, 201 fermions, fragment 64 sites
eta | bath orbitals kept | lost weight | change of C_A (norm)
  1e-01    2 2.101e-01 9.256e-02
  1e-02    6 5.976e-03 2.624e-03
  1e-03    8 7.381e-04 3.293e-04
  1e-04   10 7.969e-05 3.603e-05
all assertions hold
```
